# Logarithmic Sound-Speed Rise in Glasses from Resonant Two-Level Systems

In a model glass with the parameters given below, a 1 GHz transverse sound wave travels at 3500 m/s, and warming the glass from 0.2 K to 1 K raises this speed by 407 parts per million (ppm). A fivefold change of temperature thus gives a stiffer solid, and the rise is close to $256\ \text{ppm}\times\ln 5$. For a 1 kHz wave in the same glass near 1 K, the speed falls on warming. Both facts follow from two-level systems, and the second shows that $kT\gg\hbar\omega$ is not by itself enough for a logarithmic rise of the measured speed.

## The model

A two-level system (TLS) is a group of atoms with two nearly equivalent positions. Let $\Delta$ be the energy difference of the two wells and $\Delta_0$ the tunnelling energy:

$$H=\tfrac12(\Delta\,\sigma_z+\Delta_0\,\sigma_x),\qquad E=\sqrt{\Delta^2+\Delta_0^2},\qquad u=\Delta_0/E. \tag{1}$$

A strain $e$ shifts $\Delta$ by $2\gamma e$ and leaves $\Delta_0$ unchanged, which adds $\gamma e\,\sigma_z$ to $H$. Here $\gamma$ is the root-mean-square coupling for the wave's polarization. The TLS are independent, and their number per volume and per $d\Delta\,d\Delta_0$ is

$$P(\Delta,\Delta_0)=\bar P/\Delta_0,\qquad \Delta\ge 0,\quad E<E_{\max}. \tag{2}$$

This distribution is an assumption of the model: it is flat in $\Delta$ and in $\ln\Delta_0$.

Define $\tau_z=(\Delta\sigma_z+\Delta_0\sigma_x)/E$ and $\tau_x=(\Delta\sigma_x-\Delta_0\sigma_z)/E$. Then $\sigma_z=(\Delta/E)\tau_z-u\,\tau_x$, and

$$H=\tfrac12E\,\tau_z+\gamma e\left[\frac{\Delta}{E}\tau_z-u\,\tau_x\right]. \tag{3}$$

The first term in the bracket modulates the splitting. The second mixes the two levels and gives the resonant response.

## Resonant response of one system

For $H=\tfrac12\mathbf B\cdot\boldsymbol\tau$ the mean values obey $\hbar\,d\langle\boldsymbol\tau\rangle/dt=\mathbf B\times\langle\boldsymbol\tau\rangle$. From (3), $B_x=-2\gamma ue$, $B_y=0$ and $B_z=E+2\gamma e\Delta/E$. In equilibrium $\langle\boldsymbol\tau\rangle=(0,0,-t)$ with $t=\tanh(E/2kT)$. To first order in $e$, writing $X,Y,Z$ for the three mean values,

$$\hbar\dot X=-EY,\qquad \hbar\dot Y=EX-2\gamma u t\,e,\qquad \hbar\dot Z=0. \tag{4}$$

The last equation says that without a bath the populations stay fixed. Differentiating the first and inserting the second gives $\hbar^2\ddot X=-E^2X+2\gamma uEt\,e$. For $e\propto\cos\omega t$, switched on slowly, $\ddot X=-\omega^2X$, and since $\delta\langle\sigma_z\rangle=-uX$,

$$\frac{\delta\langle\sigma_z\rangle}{e}=-\frac{2\gamma u^2E\tanh(E/2kT)}{E^2-\hbar^2\omega^2}. \tag{5}$$

Slow switching means $\omega\to\omega+i0$, so in a sum over $E$ the in-phase response is a principal value (PV).

The stress is the derivative of the energy density with respect to $e$, so each TLS contributes $\gamma\langle\sigma_z\rangle$ per volume, and the modulus $M$ changes by the sum of $\gamma\,\delta\langle\sigma_z\rangle/e$. Because $v=\sqrt{M/\rho}$, a small change obeys $\delta v/v=\delta M/(2\rho v^2)$. By (5), a TLS with $E>\hbar\omega$ lowers the speed and one with $E<\hbar\omega$ raises it.

## Sum over the distribution

Use $E$ and $u$ as variables: $\Delta=E\sqrt{1-u^2}$, $\Delta_0=Eu$. The Jacobian is

$$\left|\frac{\partial(\Delta,\Delta_0)}{\partial(E,u)}\right|=E\sqrt{1-u^2}+\frac{Eu^2}{\sqrt{1-u^2}}=\frac{E}{\sqrt{1-u^2}},$$

so the density in $(E,u)$ is $\bar P/(u\sqrt{1-u^2})$. The weight $u^2$ in (5) leaves $\int_0^1u\,du/\sqrt{1-u^2}=1$. Hence

$$\left.\frac{\delta v}{v}\right|_{\rm res}=-C\,I(T),\qquad C=\frac{\bar P\gamma^2}{\rho v^2},\qquad I=\mathrm{PV}\!\!\int_0^{E_{\max}}\!\frac{E\tanh(E/2kT)}{E^2-\hbar^2\omega^2}\,dE. \tag{6}$$

The factor 2 in (5) has cancelled the 2 in $\delta M/(2\rho v^2)$. First-order treatment of $v$ requires $CI\ll1$.

## The logarithm

Take $\hbar\omega\to0$ in (6) and put $x=E/kT$:

$$I_0(T)=\int_0^{E_{\max}/kT}\frac{\tanh(x/2)}{x}\,dx,\qquad \frac{dI_0}{d\ln T}=-\tanh\frac{E_{\max}}{2kT}. \tag{7}$$

The temperature enters through the upper limit alone, and the derivative follows from the integrand there. For $kT\ll E_{\max}$ it is $-1$, so

$$\frac{v(T)-v(T_0)}{v}=C\ln\frac{T}{T_0}\qquad(\text{resonant part},\ \hbar\omega\ll kT,kT_0\ll E_{\max}). \tag{8}$$

Each TLS softens the glass in proportion to $\tanh(E/2kT)/E$. Heating equalizes the populations of systems with $E\lesssim2kT$ and removes their softening. With a density constant in $E$, the weight $1/E$ makes each equal ratio of temperatures remove the same amount.

## Finite frequency

Let $a=\hbar\omega$. Subtracting $I_0$ gives a convergent integral, in which $E_{\max}$ may go to infinity when $a,kT\ll E_{\max}$:

$$I-I_0=a^2\,\mathrm{PV}\!\!\int_0^\infty\frac{\tanh(E/2kT)}{E(E^2-a^2)}\,dE. \tag{9}$$

The logarithmic derivative of $\cosh z=\prod_{n\ge0}[1+z^2/((n+\frac12)^2\pi^2)]$, taken at $z=E/2kT$, is

$$\tanh\frac{E}{2kT}=4kT\sum_{n=0}^\infty\frac{E}{E^2+b_n^2},\qquad b_n=2\pi kT(n+\tfrac12). \tag{10}$$

Each term of (9) is then split by

$$\frac{1}{(E^2+b_n^2)(E^2-a^2)}=\frac{1}{a^2+b_n^2}\left[\frac1{E^2-a^2}-\frac1{E^2+b_n^2}\right].$$

The first piece has the antiderivative $(1/2a)\ln|(E-a)/(E+a)|$. This vanishes at $0$ and at $\infty$, and its values on the two sides of $E=a$ cancel in the principal value, so the piece integrates to zero. The second gives $\pi/(2b_n)$. With $y=\hbar\omega/(2\pi kT)$,

$$I-I_0=-\sum_n\frac{2\pi kT\,a^2}{b_n(a^2+b_n^2)}=-\sum_n\frac{y^2}{(n+\frac12)\left[(n+\frac12)^2+y^2\right]}. \tag{11}$$

The digamma function is $\psi(z)=-\gamma_E+\sum_n[1/(n+1)-1/(n+z)]$, with $\gamma_E$ Euler's constant. Therefore

$$\mathrm{Re}\,\psi(\tfrac12+iy)-\psi(\tfrac12)=\sum_n\left[\frac1{n+\frac12}-\frac{n+\frac12}{(n+\frac12)^2+y^2}\right],$$

which is the negative of (11). Writing $y_0$ for $y$ at $T_0$,

$$\left.\frac{v(T)-v(T_0)}{v}\right|_{\rm res}=C\left[\ln\frac T{T_0}+\mathrm{Re}\,\psi(\tfrac12+iy)-\mathrm{Re}\,\psi(\tfrac12+iy_0)\right]. \tag{12}$$

**Warm limit.** For $y\ll1$ the sum in (11) becomes $y^2\sum_n(n+\frac12)^{-3}=7\zeta(3)y^2$. The correction to (8) is thus $7\zeta(3)C(y^2-y_0^2)$, which is negative on warming.

**Cold limit.** For $kT\ll\hbar\omega$, write $\tanh(E/2kT)=1-2/(e^{E/kT}+1)$ in (6). The first term gives a constant. In the second, only $E\ll\hbar\omega$ matters, so $E^2-a^2\approx-a^2$, and $\int_0^\infty x\,dx/(e^x+1)=\pi^2/12$ gives

$$\left.\frac{v(T)-v(0)}{v}\right|_{\rm res}=-C\,\frac{\pi^2}{6}\left(\frac{kT}{\hbar\omega}\right)^2. \tag{13}$$

The thermally active systems now have $E<\hbar\omega$. They stiffen the glass, and heating removes this stiffening. The resonant part of the speed therefore has a minimum, found numerically at $\hbar\omega/kT=2.27$. The rise (8) belongs to temperatures well above it.

## Relaxation, and where the law fails

The diagonal term in (3) changes the splitting by $2\gamma e\Delta/E$. A bath of phonons drives $Z$ toward its momentary equilibrium $-\tanh(E/2kT)$, which shifts by

$$\delta Z_{\rm eq}=-\frac{\mathrm{sech}^2(E/2kT)}{2kT}\,\frac{2\gamma\Delta}{E}\,e.$$

From $\dot Z=-(Z-Z_{\rm eq})/\tau$, the in-phase part of $\delta Z$ is $\delta Z_{\rm eq}/(1+\omega^2\tau^2)$. The stress per TLS is $\gamma(\Delta/E)\delta Z$. Summing with the density in $(E,u)$, and with $\Delta^2/E^2=1-u^2$,

$$\left.\frac{\delta v}{v}\right|_{\rm rel}=-\frac C2\int_0^\infty\!dx\,\mathrm{sech}^2\frac x2\int_0^1\!du\,\frac{\sqrt{1-u^2}}{u}\,\frac1{1+\omega^2\tau^2}. \tag{14}$$

The upper limit in $x$ is infinite because $kT\ll E_{\max}$.

The rate follows from the golden rule. In volume $V$, a phonon of wavenumber $q$ and frequency $\omega_q=v_\alpha q$ has strain amplitude $q\sqrt{\hbar/2\rho V\omega_q}$, and the term $-\gamma ue\tau_x$ flips the TLS. Populations relax at the sum of the upward and downward rates, proportional to $n$ and $n+1$, where $n$ is the phonon occupation and $2n+1=\coth(E/2kT)$. For one branch,

$$\frac1\tau=\frac{2\pi}\hbar\,\frac{V}{2\pi^2}\int q^2dq\,\frac{\gamma_\alpha^2u^2q^2\hbar}{2\rho V\omega_q}\coth\frac{E}{2kT}\,\delta(E-\hbar v_\alpha q).$$

The delta function sets $q=E/\hbar v_\alpha$ and contributes $1/\hbar v_\alpha$. Summed over one longitudinal and two transverse branches,

$$\frac1\tau=\frac{u^2E^3}{2\pi\rho\hbar^4}\coth\frac E{2kT}\sum_\alpha\frac{\gamma_\alpha^2}{v_\alpha^5}. \tag{15}$$

At fixed $x$ the rate grows as $T^3$.

**Slow relaxation.** If $\omega\tau\gg1$ for the thermal systems, (14) is small and (8) describes the total speed. The window is therefore bounded on both sides: $\hbar\omega\ll kT$ from below, and slow relaxation from above.

**Fast relaxation.** Let $s=\omega\tau$ at $u=1$, so that $\omega\tau=s/u^2$. The inner integral in (14) is

$$\int_0^1\frac{u^3\sqrt{1-u^2}}{u^4+s^2}\,du=\frac14\ln\frac{1+s^2}{s^2}+\int_0^1\frac{u^3(\sqrt{1-u^2}-1)}{u^4+s^2}\,du. \tag{16}$$

For $s\ll1$ the first term is $\frac12\ln(1/s)$ and the second tends to a constant. Since $s\propto T^{-3}$ at fixed $x$, the temperature-dependent part is $\frac32\ln T$. With $\int_0^\infty\mathrm{sech}^2(x/2)\,dx=2$, the relaxation part has slope $-\frac32C$ per unit of $\ln T$. Adding $+C$ from (8),

$$\frac{d(\delta v/v)}{d\ln T}\to C-\tfrac32C=-\tfrac12C. \tag{17}$$

**Isothermal limit.** Even in (17), systems with $u^2\lesssim s$ are too slow to follow the wave. Suppose instead that the distribution has a smallest tunnelling energy and that every TLS follows. In the original variables the resonant and relaxation integrands add up to

$$\frac{\Delta_0^2}{E^3}\tanh\frac E{2kT}+\frac{\Delta^2}{E^2}\,\frac{\mathrm{sech}^2(E/2kT)}{2kT}=\frac{\partial}{\partial\Delta}\left[\frac\Delta E\tanh\frac E{2kT}\right], \tag{18}$$

because $\partial E/\partial\Delta=\Delta/E$ and $\partial(\Delta/E)/\partial\Delta=\Delta_0^2/E^3$. The integral over $\Delta$ is 1 when the upper limit greatly exceeds $kT$ and $\Delta_0$, so $\delta v/v=-C\ln(\Delta_{0,\max}/\Delta_{0,\min})$, independent of $T$. With the cutoff $E<E_{\max}$ of (2) instead, the logarithm becomes $\ln(2E_{\max}/\Delta_{0,\min})-1$ for $\Delta_{0,\min},kT\ll E_{\max}$, again independent of $T$. A numerical integration with $\Delta$ unbounded and $\Delta_0$ from $10^{-3}$ to 200, in units of the lower of two thermal energies, shows the cancellation. When $kT$ goes from 1 to 3, the resonant integral falls from 5.730 to 4.632, the relaxation integral rises from 6.476 to 7.574, and the sum stays at 12.206.

## A worked example

The model glass has $\rho=2500$ kg/m³, transverse and longitudinal speeds of 3500 and 6000 m/s, couplings of 0.7 and 1.0 eV, $\bar P=10^{26}$ eV⁻¹m⁻³ and $E_{\max}/k=20$ K. For transverse sound $\rho v^2=30.6$ GPa, and

$$C=\frac{10^{26}\times(0.7)^2\ \text{eV/m}^3}{30.6\ \text{GPa}}=\frac{7.85\times10^{6}\ \text{J/m}^3}{3.063\times10^{10}\ \text{J/m}^3}=2.56\times10^{-4}=256\ \text{ppm}.$$

At 1 GHz, $\hbar\omega/k=48$ mK, so $\hbar\omega/kT$ falls from 0.24 at 0.2 K to 0.048 at 1 K. The speed changes relative to 0.2 K, in ppm, are:

| $T$ (K) | law (8) | resonant (12) | relaxation (14) | total |
|---|---|---|---|---|
| 0.4 | 177.7 | 175.3 | −0.02 | 175.3 |
| 0.6 | 281.6 | 278.9 | −0.2 | 278.6 |
| 1.0 | 412.6 | 409.6 | −2.3 | 407.2 |

At 1 K the law gives $256.35\times1.6094=412.6$ ppm, or 1.44 m/s. The total is 1.3 % below the law. The finite frequency accounts for 3.0 ppm of the difference: the warm limit gives $8.41\times256\,(0.0076^2-0.0382^2)=-3.0$ ppm. Relaxation accounts for the other 2.3 ppm. Systems with $E<2\hbar\omega$ supply 8.6 % of the resonant change, so most of it comes from higher energies.

At 1 K and $E=2kT$ the fastest relaxation rate is $7.3\times10^8$ s⁻¹, which gives $\omega\tau=8.6$. The relaxation part grows quickly with temperature, and in this model without an energy cutoff the total speed has its maximum at 5.9 K. There $E_{\max}$ is only 3.4 $kT$, so this value does not apply to the glass with its cutoff. With the 20 K cutoff kept in both parts, the fast high-energy systems are missing and the speed is still rising at 12 K; a cutoff of 50 K gives a maximum near 6.0 K. The level broadening at 5.9 K and $E=2kT$ is already about 0.1 of $E$.

At 1 kHz and 1 K, $\hbar\omega/kT=4.8\times10^{-8}$, yet the slopes are $+1.000\,C$ from the resonant part and $-1.491\,C$ from relaxation, with total $-0.491\,C$. The small departure from (17) comes from systems of very low energy. By (15) the rate at small $x$ varies as $x^2$, and $s$ reaches 1 near $x=0.007$, below which the systems relax slowly. This threshold scales as $\sqrt\omega$; at 10 Hz the relaxation and total slopes lie within $0.003\,C$ of $-\frac32C$ and $-\frac12C$. The 1 kHz maximum lies at 59 mK, lower than the 1 GHz one by a factor of 100. This is the cube root of the frequency ratio, as expected when the relaxation part depends on $\omega/T^3$ and $\hbar\omega\ll kT$.

The sizes of some other neglected effects can be given. The cutoff changes the bracket in (12) by about $2\times10^{-10}$ at 1 K. Level broadening by relaxation, relative to $E=2kT$, is $3\times10^{-3}$ at 1 K. The thermal phonon energy density, which sets the scale of ordinary anharmonic shifts, is $1.7\times10^{-11}$ of $\rho v^2$. Linear response of the thermal systems needs $\gamma e\ll kT$, that is, strains far below $2.5\times10^{-5}$ at 0.2 K. Systems close to resonance can saturate at weaker drive, which (5) does not describe.

The density, speeds, couplings near 1 eV and $C$ of a few $10^{-4}$ are of the rough size found in oxide glasses such as vitreous silica. A real glass need not have a density of TLS that is constant in energy. If it varies as $E^{\mu}$, the substitution $x=E/kT$ used in (7) gives a resonant slope proportional to $T^{\mu}$. For an illustrative $\mu=0.1$, the slope grows by a factor $5^{0.1}=1.17$ between 0.2 K and 1 K, a larger departure from (8) than the corrections in the table. Interactions between TLS and relaxation by several phonons or by thermal activation are also left out, and their size is not estimated here. The slope $-\frac12C$ of (17) and the position of the maximum are results of this model only: kHz measurements on vitreous silica show a steeper fall than (17), and above a few kelvin one-phonon relaxation is not the only channel. The remaining computed values are in the numerical output below.

## Computed values

```
density = 2500 kg/m^3
transverse, longitudinal speed = 3500, 6000 m/s
transverse, longitudinal coupling = 0.7, 1.0 eV
TLS density constant P = 1.0e+26 1/(eV m^3)
wave frequency = 1.0 GHz
energy cutoff E_max/k = 20 K
modulus rho v^2 = 30.625 GPa
C = 256.35 ppm
phonon temperature hbar omega/k = 47.99 mK
hbar omega/kT at 0.2 K and 1.0 K = 0.2400, 0.0480
change of v relative to 0.2 K, in ppm:
T (K) | log law | full resonant | relaxation | total
0.2 | 0.00 | 0.00 | 0.00 | 0.00
0.4 | 177.69 | 175.34 | -0.02 | 175.32
0.6 | 281.63 | 278.85 | -0.22 | 278.63
0.8 | 355.37 | 352.44 | -0.88 | 351.56
1.0 | 412.58 | 409.57 | -2.33 | 407.24
speed rise 0.2 to 1.0 K, log law = 1.444 m/s
speed rise 0.2 to 1.0 K, total = 1.425 m/s
total/log law at 1.0 K = 0.9871
share of resonant change from E < 2 hbar omega = 8.6 %
speed minimum at hbar omega/kT = 2.2685
speed minimum (resonant part) at T = 21.16 mK
speed maximum (total, no cutoff), 1 GHz, at T = 5.85 K
speed maximum (total, no cutoff), 1 kHz, at T = 58.6 mK
1 kHz: hbar omega/kT at 1 K = 4.80e-08
1 kHz near 1 K: resonant slope/C = 1.000
1 kHz near 1 K: relaxation slope/C = -1.491
1 kHz near 1 K: total slope/C = -0.491
isothermal test, resonant integral at kT=1, 3: 5.7300, 4.6319
isothermal test, relaxation integral at kT=1, 3: 6.4761, 7.5741
isothermal test, sum at kT=1, 3: 12.2061, 12.2061
fastest rate at E=2kT, 1.0 K = 7.285e+08 1/s
omega tau at E=2kT, u=1, 1.0 K = 8.62
cutoff correction 2 E1(E_max/kT) at 1.0 K = 2.0e-10
strain at which gamma e = kT, 0.2 K = 2.46e-05
level broadening hbar/(tau E) at E=2kT, 1.0 K = 2.8e-03
phonon energy density/(rho v^2) at 1.0 K = 1.7e-11
```
